\section*{Acoustic electron–phonon vertex: dynamical quadrupoles, Born charges and piezoelectricity}

\section{The decision: may the quadrupoles be dropped?}

Electron--phonon matrix elements computed on a coarse grid of wavevectors are interpolated after the long-range part has been subtracted. That part must be written down beforehand, and one has to decide whether Born charges suffice or dynamical quadrupoles are needed as well. Quadrupoles carry one more power of $q$, which suggests that they matter less at small $q$. For an optical mode with a nonzero longitudinal dipole this is right. For an acoustic mode the leading dipoles cancel, and the count must be redone.

The result will be Martin's relation between the piezoelectric tensor, the quadrupoles and the Born charges. Until the section on screening the macroscopic electric field is held at zero (short circuit). The crystal is an insulator, and the forces on its atoms vanish before it is deformed.

\section{First case: a chain that can be done by hand}

Take a chain with cell length $a=b_1+b_2$. Atom $B$ lies at distance $b_1$ to the right of $A$, and the next $A$ lies $b_2$ further on. The static charges are $q_A=-q_B$. Stretching bond $i$ by $\delta$ sends a charge $c_i\delta$ from its left end to its right end.

Move one atom $A$ by $u$. The bond on its right shortens by $u$, so the atom at $+b_1$ gains $-c_1u$ and $A$ gains $c_1u$. The bond on its left lengthens by $u$, so $A$ gains $c_2u$ and the atom at $-b_2$ gains $-c_2u$. The first and second moments about $A$, per unit displacement, are
\begin{equation}
Z_A=q_A-c_1b_1+c_2b_2,\qquad Q_A=-c_1b_1^2-c_2b_2^2 .
\end{equation}
The static charge adds $q_A$ to the first moment. It adds nothing linear to the second, because $q_Au^2$ is quadratic in $u$. The same count for $B$ gives
\begin{equation}
Z_B=q_B+c_1b_1-c_2b_2=-Z_A,\qquad Q_B=Q_A .
\end{equation}

Now strain the chain by $\epsilon$ and let $B$ move by an extra $\Gamma\epsilon$ relative to $A$. The bonds stretch by $(b_1+\Gamma)\epsilon$ and $(b_2-\Gamma)\epsilon$. The affine motion of the static charges multiplies both cell dipole and cell length by $1+\epsilon$, so it leaves the polarization unchanged. What remains is charge transfer along the bonds and the extra motion of $q_B$:
\begin{align}
a\,e&=c_1b_1(b_1+\Gamma)+c_2b_2(b_2-\Gamma)+q_B\Gamma\nonumber\\
&=c_1b_1^2+c_2b_2^2+(q_B+c_1b_1-c_2b_2)\Gamma\nonumber\\
&=-\tfrac12(Q_A+Q_B)+Z_B\Gamma . \label{chain}
\end{align}
The factor $-\tfrac12$ and both contributions are already here.

\emph{Limit: rigid molecules.} Set $c_i=0$ and make bond 1 unstretchable, so that $\Gamma=-b_1$. Then $e=-q_Bb_1/a$. Directly, each cell keeps its dipole $p=q_Bb_1$ while its length grows, so $P=p/[a(1+\epsilon)]$ and $dP/d\epsilon=-p/a$ at $\epsilon=0$. The two agree. Here all quadrupoles vanish and the Born term does all the work. If instead $\Gamma=0$, the quadrupoles do.

\section{Second stage: a displacement wave in three dimensions}

Let $f_{\kappa\beta}(\mathbf x)$ be the charge density induced per unit displacement of one atom $\kappa$ along $\beta$, with $\mathbf x$ measured from that atom. At zero macroscopic field I assume that it decays fast enough for the moments below to exist:
\begin{equation}
Z_{\kappa,\alpha\beta}=\int x_\alpha f_{\kappa\beta}\,d^3x,\qquad
Q^{\alpha\gamma}_{\kappa\beta}=\int x_\alpha x_\gamma f_{\kappa\beta}\,d^3x .
\end{equation}
Repeated Cartesian indices are summed. Displace the atoms by $\mathbf u_{l\kappa}=\mathbf w_\kappa e^{i\mathbf q\cdot\mathbf r_{l\kappa}}$, where $\mathbf r_{l\kappa}$ is the atomic position itself. To linear order the induced densities add. With cell volume $\Omega$, the component varying as $e^{i\mathbf q\cdot\mathbf r}$ is
\begin{align}
\rho_{\mathbf q}&=\frac1\Omega\sum_\kappa w_{\kappa\beta}\int f_{\kappa\beta}(\mathbf x)e^{-i\mathbf q\cdot\mathbf x}d^3x\nonumber\\
&=\frac1\Omega\sum_\kappa w_{\kappa\beta}\Big[-iq_\alpha Z_{\kappa,\alpha\beta}-\tfrac12q_\alpha q_\gamma Q^{\alpha\gamma}_{\kappa\beta}+O(q^3)\Big]. \label{multipole}
\end{align}
The zeroth moment is absent because moving an atom creates no net charge.

\emph{Limit: uniform translation.} If all atoms move with one velocity, so does the whole charge density. The average current is that velocity times the average charge density, which is zero. Hence
\begin{equation}
\sum_\kappa Z_{\kappa,\alpha\beta}=0. \label{sumrule}
\end{equation}
A wave with equal amplitudes $\mathbf w_\kappa=\mathbf U$ therefore has no charge at order $q$. Its charge starts at $q^2$, with the quadrupoles.

\section{The same wave seen as a strain}

Near any point a long wave looks like a homogeneous deformation $F_{\alpha\beta}=\delta_{\alpha\beta}+\partial_\beta u_\alpha$. Consider the charge that crosses a surface element attached to the material. Equating $\mathbf P\cdot d\mathbf S$ before and after the deformation of that element gives
\begin{equation}
P_\alpha=\frac{F_{\alpha\beta}}{\det F}\big(P^0_\beta+\bar e_{\beta\gamma\delta}\epsilon_{\gamma\delta}\big).
\end{equation}
The bracket is the polarization in the material frame. A rigid rotation cannot change it, so to linear order it depends on the symmetric strain $\epsilon_{\gamma\delta}=\frac12(\partial_\gamma u_\delta+\partial_\delta u_\gamma)$ alone. This defines the proper clamped-ion tensor $\bar e$, with $\bar e_{\alpha\beta\gamma}=\bar e_{\alpha\gamma\beta}$. ``Clamped'' means that the atoms follow the affine deformation. Using $1/\det F=1-\partial_\beta u_\beta$ to first order,
\begin{equation}
\delta P_\alpha=P^0_\beta\,\partial_\beta u_\alpha-P^0_\alpha\,\partial_\beta u_\beta+\bar e_{\alpha\gamma\delta}\epsilon_{\gamma\delta}.
\end{equation}
The charge is $-\partial_\alpha\delta P_\alpha$. In the divergence $\partial_\alpha\delta P_\alpha$ the first two terms give $P^0_\beta\partial_\alpha\partial_\beta u_\alpha-P^0_\alpha\partial_\alpha\partial_\beta u_\beta$, which vanishes on exchanging the names $\alpha$ and $\beta$ in one of them. The spontaneous polarization thus leaves no trace in the charge at this order.

For $\mathbf u=\mathbf Ue^{i\mathbf q\cdot\mathbf r}$, the symmetry of $\bar e$ turns $\bar e_{\alpha\beta\gamma}\epsilon_{\beta\gamma}$ into $iq_\gamma\bar e_{\alpha\beta\gamma}U_\beta$. The divergence supplies $-iq_\alpha$, so
\begin{equation}
\rho_{\mathbf q}=q_\alpha q_\gamma\,\bar e_{\alpha\beta\gamma}U_\beta+O(q^3). \label{strain}
\end{equation}
The correction comes from gradients of the strain.

Compare this with Eq.~(\ref{multipole}) for $\mathbf w_\kappa=\mathbf U$. Since $\mathbf q$ and $\mathbf U$ are arbitrary, the parts symmetric in $\alpha\gamma$ must agree:
\begin{equation}
S^{\alpha\gamma}_\beta\equiv-\frac1\Omega\sum_\kappa Q^{\alpha\gamma}_{\kappa\beta}
=\bar e_{\alpha\beta\gamma}+\bar e_{\gamma\beta\alpha}. \label{pair}
\end{equation}
One quadrupole sum gives a pair of tensor components. To separate them, write three such sums:
\begin{align}
S^{\alpha\gamma}_\beta+S^{\alpha\beta}_\gamma-S^{\beta\gamma}_\alpha
={}&\bar e_{\alpha\beta\gamma}+\bar e_{\gamma\beta\alpha}
+\bar e_{\alpha\gamma\beta}+\bar e_{\beta\gamma\alpha}\nonumber\\
&-\bar e_{\beta\alpha\gamma}-\bar e_{\gamma\alpha\beta}.
\end{align}
By symmetry in the last two indices, the second term cancels the sixth and the fourth cancels the fifth. The first and third are equal, so
\begin{equation}
\bar e_{\alpha\beta\gamma}=-\frac1{2\Omega}\sum_\kappa
\Big(Q^{\alpha\gamma}_{\kappa\beta}+Q^{\alpha\beta}_{\kappa\gamma}-Q^{\beta\gamma}_{\kappa\alpha}\Big). \label{clamped}
\end{equation}

\emph{Limit: one dimension.} All indices coincide and $\bar e=-\sum_\kappa Q_\kappa/2a$, as in Eq.~(\ref{chain}).

\emph{Limit: inversion symmetry.} If inversion maps $\kappa$ to $\kappa'$, then $f_{\kappa'\beta}(\mathbf x)=-f_{\kappa\beta}(-\mathbf x)$. The first moments are equal and the second moments opposite. Individual quadrupoles may survive, but their sum is zero.

\section{Third stage: let the sublattices relax}

Under strain the atoms move beyond the affine displacement by $\Gamma^\kappa_{\delta\beta\gamma}\epsilon_{\beta\gamma}$ until the forces vanish again. Because they vanished at the start, a rotation merely turns the relaxed crystal, and $\Gamma$ depends on the symmetric strain alone. Each extra displacement contributes a dipole through its Born charge:
\begin{equation}
\boxed{\,e_{\alpha\beta\gamma}=\bar e_{\alpha\beta\gamma}
+\frac1\Omega\sum_\kappa Z_{\kappa,\alpha\delta}\Gamma^\kappa_{\delta\beta\gamma}\,} \label{martin}
\end{equation}
with $\bar e$ from Eq.~(\ref{clamped}). This is the theorem. Adding one common translation to every $\Gamma^\kappa$ changes nothing, by Eq.~(\ref{sumrule}).

The acoustic phonon contains this relaxation in its eigenvector. Its equation of motion is $\sum_{\kappa'}C_{\kappa\kappa'}(\mathbf q)\mathbf w_{\kappa'}=M_\kappa\omega^2\mathbf w_\kappa$, with force constants $C$ and masses $M_\kappa$. At order zero all amplitudes equal $\mathbf U$. Since $\omega^2=O(q^2)$, the mass term is absent at order $q$, and what is left is static force balance under the displacement gradient $\partial_\gamma u_\beta=iq_\gamma U_\beta$. That is the problem which defines $\Gamma$, so
\begin{equation}
w_{\kappa\delta}=U_\delta+iq_\gamma\Gamma^\kappa_{\delta\beta\gamma}U_\beta+O(q^2), \label{eigen}
\end{equation}
up to a common translation. Insert this in Eq.~(\ref{multipole}). The Born term gives $(-iq_\alpha)(iq_\gamma)=+q_\alpha q_\gamma$ times $Z\Gamma/\Omega$, and the quadrupole term acts on $\mathbf U$ and gives Eq.~(\ref{strain}). Together,
\begin{equation}
\rho_{\mathbf q}=q_\alpha q_\gamma\,e_{\alpha\beta\gamma}U_\beta+O(q^3). \label{charge}
\end{equation}
The dipole has one power of $q$ from its moment and one from the eigenvector; the quadrupole has both from its moment. They enter equally in this sense, as the same power of $q$. Power counting fixes neither their relative size nor their relative sign.

\emph{Check on conventions.} Some codes use the phase $e^{i\mathbf q\cdot\mathbf R_l}$ of the cell instead of the atom at $\mathbf R_l+\boldsymbol\tau_\kappa$. The amplitude becomes $\mathbf w_\kappa e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}$, and moments are taken about the cell origin:
\begin{equation}
Q'^{\alpha\gamma}_{\kappa\beta}=Q^{\alpha\gamma}_{\kappa\beta}
+\tau_{\kappa\alpha}Z_{\kappa,\gamma\beta}+\tau_{\kappa\gamma}Z_{\kappa,\alpha\beta}.
\end{equation}
For amplitude $\mathbf U$ the new part of $-\frac12qqQ'$ is $-(\mathbf q\cdot\boldsymbol\tau_\kappa)q_\alpha Z_{\kappa,\alpha\beta}U_\beta$. The phase factor in the dipole term adds the same quantity with a plus sign. The total is unchanged, but eigenvectors of one convention must not be combined with quadrupoles of the other.

\section{Fourth stage: switch the field on}

The charge wave produces a potential $\varphi_{\mathbf q}$ and a field $E_\alpha=-iq_\alpha\varphi_{\mathbf q}$. Electrons screen it through $\varepsilon_\infty$. The field also pushes sublattice $\kappa$ with force $Z_{\kappa,\alpha\delta}E_\alpha$. Since $E$ is of order $q$, the resulting displacement is of the same order as the internal strain and has to be kept.

Let $K^{-1}$ be the inverse of the zone-centre, zero-field force constants with one atom held fixed. The extra polarization is $ZK^{-1}Z^{T}\mathbf E/\Omega$, where the product includes the sum over the free atoms. Its charge is
\begin{equation}
-iq_\alpha\frac{(ZK^{-1}Z^T)_{\alpha\beta}}{\Omega}(-iq_\beta\varphi_{\mathbf q})
=-\frac{\mathbf q\cdot ZK^{-1}Z^T\cdot\mathbf q}{\Omega}\,\varphi_{\mathbf q}.
\end{equation}
Put this charge and Eq.~(\ref{charge}) on the right of Gauss's law, $\varepsilon_0\,\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q\,\varphi_{\mathbf q}=\rho$, and move the term in $\varphi_{\mathbf q}$ to the left:
\begin{equation}
\varphi_{\mathbf q}=\frac{q_\alpha q_\gamma e_{\alpha\beta\gamma}U_\beta}
{\varepsilon_0\,\mathbf q\cdot\varepsilon_s\cdot\mathbf q},\qquad
\varepsilon_s=\varepsilon_\infty+\frac{ZK^{-1}Z^T}{\varepsilon_0\Omega}. \label{phi}
\end{equation}
The macroscopic part of the electron vertex per unit displacement is $-e\varphi_{\mathbf q}/U$, where $e$ without indices is the elementary charge. It tends to a finite value that depends on the branch and on the direction of $\mathbf q$, and that is zero where $q_\alpha q_\gamma e_{\alpha\beta\gamma}U_\beta$ vanishes. The quantum amplitude of the phonon multiplies both contributions by one common factor.

There are two consistent ways to compute $\varphi_{\mathbf q}$: short-circuit $\Gamma$ with $\varepsilon_s$, or the true eigenvector, which already contains the field-driven displacement, with $\varepsilon_\infty$. Short-circuit $\Gamma$ with $\varepsilon_\infty$ omits lattice screening; the true eigenvector with $\varepsilon_s$ counts it twice.

\emph{Limit: no Born charges.} Then $\varepsilon_s=\varepsilon_\infty$, and the vertex comes from quadrupoles alone.

\emph{Limit: one isolated layer.} For in-plane $\mathbf q$ the bare potential of a charge sheet is $\rho_{2D}/(2\varepsilon_0q)$. With $\rho_{2D}\propto q^2$ this part of the vertex vanishes linearly in $q$. Equation~(\ref{charge}) still holds per unit area; the Coulomb kernel has changed.

\section{Numbers: a layered honeycomb model}

The model has round parameters and represents no particular material. Honeycomb layers with bond length $1.5$~\AA\ are stacked $3.5$~\AA\ apart, without hopping between them; $\Omega=20.46$~\AA$^3$. Sites $A$ and $B$ carry one orbital each, with energies $+3$ and $-3$~eV, and an ion of charge $+1$. Two electrons per cell fill the lower band. The hopping at distance $d$ is $-2\exp[-1.5(d^2/d_0^2-1)]$~eV with $d_0=1.5$~\AA. Springs of $30$~eV/\AA$^2$ (rest length $1.6$~\AA) join first neighbours, and springs of $10$~eV/\AA$^2$ (rest length $2.598$~\AA, the lattice constant) join second neighbours. Of the electron Coulomb interaction only the macroscopic part is kept, so this is a mean-field model without microscopic local fields. All indices are in-plane, and $y$ lies along a bond with $B$ below $A$.

\textbf{Moments.} First-order perturbation theory in a $14\times14$ supercell gives the site charges induced by moving one atom. With the static charge of the moved atom added to the first moment, as in the chain, the moments are
\begin{equation}
Z_{B,yy}=-1.683\,e,\quad Q^{yy}_{Ay}=-0.800\,e\,\text{\AA},\quad Q^{yy}_{By}=-0.687\,e\,\text{\AA},
\end{equation}
and $Z_{A,yy}=-Z_{B,yy}$. For $yyy$ the three terms of Eq.~(\ref{clamped}) coincide up to sign and leave one:
\begin{equation}
\bar e_{yyy}=\frac{1.4865}{2\times20.46}=0.0363\ e/\text{\AA}^2 .
\end{equation}
A separate calculation strains the primitive cell by finite differences and takes the polarization from the Berry connection of the occupied band. It also gives $0.0363\ e/\text{\AA}^2$.

\textbf{Internal strain.} Solving for zero force in the strained cell gives $\Gamma_{yyy}=0.739$~\AA\ for $B$ with $A$ fixed. The sign and rough size follow from an estimate with unstressed first-neighbour springs of stiffness $k$. Under a strain $\epsilon$ along $y$ the vertical bond pulls $B$ upwards with $kd_0\epsilon$. The two oblique bonds stretch by $d_0\epsilon/4$ each and pull down with a total of $kd_0\epsilon/4$. The restoring stiffness is $3k/2$, so $\Gamma=d_0/2=0.75$~\AA. This estimate omits the compression of the springs and the electronic forces. Their effects on $\Gamma$ partly cancel here, so the closeness of the two numbers is an accident of the parameters. The Born part is
\begin{equation}
\frac{Z_{B,yy}\Gamma_{yyy}}{\Omega}=\frac{-1.683\times0.739}{20.46}=-0.0608\ e/\text{\AA}^2 .
\end{equation}
It opposes the quadrupole part, and the sum is $e_{yyy}=-0.0244\ e/\text{\AA}^2$, or $-0.39$~C/m$^2$. The Berry-connection polarization of the relaxed strained cells gives the same value.

\textbf{Vertex.} The second moment of the electronic response to a site potential gives $\varepsilon_\infty=1.883$. Lattice relaxation raises it to $\varepsilon_s=2.772$. With $e/\varepsilon_0=180.95$~V\,\AA, a longitudinal wave along $y$ has
\begin{equation}
-\frac{e\varphi}{U}=-\frac{180.95}{2.772}\,(0.0363-0.0608)
=-2.37+3.97=1.60\ \text{eV/\AA}.
\end{equation}
Diagonalizing the full force-constant matrix with the macroscopic field, at $q=5\times10^{-4}$~\AA$^{-1}$ and mass ratio $M_B/M_A=1.5$, gives $1.60$~eV/\AA\ as well. At zero field, doubling $q$ from $0.005$ to $0.01$~\AA$^{-1}$ multiplies the rigid-wave charge and the internal-strain charge each by $4.00$.

For the opening decision the relevant split uses the true eigenvector and $\varepsilon_\infty$. The quadrupole part is then $-180.95\times0.0363/1.883=-3.49$~eV/\AA, and the Born part must be $1.60+3.49=5.09$~eV/\AA. With this eigenvector, subtracting Born dipoles alone would remove about three times the actual long-range vertex. If the quadrupoles are also left out of the field that acts on the sublattices, the Born part is the $3.97$~eV/\AA\ found above, about 2.5 times the total. The remainder would keep a finite long-range part with a sign opposite to that of the total. In this model the quadrupoles have to be included.

\textbf{When the permutation matters.} Threefold symmetry makes an in-plane third-rank tensor totally symmetric: in the combinations $x\pm iy$, only components with three equal signs are invariant. The honeycomb therefore cannot distinguish Eq.~(\ref{clamped}) from its first term counted alone, $-\sum_\kappa Q^{\alpha\gamma}_{\kappa\beta}/2\Omega$. I deform the lattice by the matrix with rows $(1.06,0.04)$ and $(0.04,0.97)$ and relax the atoms. The moments now give, in $e/\text{\AA}^2$,
\begin{equation}
\bar e_{xxy}=-0.03237,\qquad \bar e_{yxx}=-0.03428 .
\end{equation}
By Eq.~(\ref{pair}) the first term alone returns their mean, $-0.03332$, for both. The error is $0.00095\ e/\text{\AA}^2$, about 3\% of either component. It is modest here because the deformation is modest; nothing in the derivation keeps it small.

\section{Where the argument stops}

In a metal, free carriers screen the macroscopic field and the short-circuit moments lose the role they have here. If the initial atomic forces do not vanish, a rotation turns those forces, and $\Gamma$ is no longer a function of strain alone. At larger $q$ the $O(q^3)$ charge has to be added. It contains octupoles acting on the rigid wave, quadrupoles acting on the internal strain, and Born charges acting on the next order of the eigenvector, where the mass term enters. The vertex above is the macroscopic potential; the short-range potential of the displaced atoms is a separate part of the full matrix element.
